# Schwinger's Momentum-Space Coulomb Green's Function from Four-Dimensional Harmonics

An electron with momentum $\mathbf p'$ enters the field of a point charge and is later found with momentum $\mathbf p$. It may have passed freely, exchanged momentum with the charge once, or done so many times. The repeated exchanges cannot in general be dropped: an attractive charge binds the electron, and no finite number of exchanges produces the bound-state poles. The Green's function contains all exchanges, and for this potential those beyond the first are given together by one integral.

## Conventions and result

Atomic units are used in the algebra. The Hamiltonian is $H=p^2/2-Z/r$ with $Z$ real; repulsion is $Z<0$. Plane waves are $(2\pi)^{-3/2}e^{i\mathbf p\cdot\mathbf r}$, and $G=(E-H)^{-1}$. Define

$$p_0=\sqrt{-2E},\ \ \mathrm{Re}\,p_0>0,\qquad \nu=\frac{Z}{p_0},\qquad A=p^2+p_0^2,\quad A'=p'^2+p_0^2,\quad \boldsymbol\Delta=\mathbf p-\mathbf p'.$$

**Theorem.** Let $E$ lie off the half-line $E\ge0$, with $\mathrm{Re}\,\nu<1$. Then

$$G(\mathbf p,\mathbf p')=-\frac{2}{A}\,\delta(\boldsymbol\Delta)-\frac{2Z}{\pi^2AA'\Delta^2}-\frac{2Z^2}{\pi^2p_0AA'}\int_0^1\frac{\rho^{-\nu}\,d\rho}{\rho\Delta^2+AA'(1-\rho)^2/(4p_0^2)} .$$

The three terms are free motion, one Coulomb exchange, and the joint contribution of two or more exchanges. The last is the sum of the exchange series where that series converges ($|\nu|<1$, Remark 3) and its analytic continuation elsewhere.

For real negative $E$ and $Z>0$, the condition $\nu<1$ means $E<-Z^2/2$, below the ground level. For $Z\le0$ it always holds. The proof first takes $p_0>0$ and $\nu<1$, then continues in $E$.

## Lemma 1: momentum space as a sphere

For $p_0>0$, map $\mathbf p$ to the four-vector

$$\xi=\left(\frac{2p_0\mathbf p}{A},\ \frac{p_0^2-p^2}{A}\right).$$

It has unit length, since $4p_0^2p^2+(p_0^2-p^2)^2=A^2$. The squared distance of two image points is

$$s=|\xi-\xi'|^2=\frac{4p_0^2\Delta^2}{AA'},\qquad\text{and}\qquad d\Omega=\left(\frac{2p_0}{A}\right)^3d^3p .$$

*Proof.* We have $s=2-2\,\xi\cdot\xi'$, that is,

$$s=\frac{2}{AA'}\left[AA'-(p_0^2-p^2)(p_0^2-p'^2)-4p_0^2\,\mathbf p\cdot\mathbf p'\right].$$

The first two terms in the bracket combine to $2p_0^2(p^2+p'^2)$, which gives the stated $s$. For neighbouring points it reads $|d\xi|^2=(2p_0/A)^2|d\mathbf p|^2$. All lengths are scaled by the same factor, so volumes are scaled by its cube. ∎

Consequently $\delta(\boldsymbol\Delta)=(2p_0/A)^3\delta(\Omega-\Omega')$. The angle $\chi$ between $\xi$ and $\xi'$ satisfies $s=2-2\cos\chi$.

## Lemma 2: harmonics and the inverse-square kernel

Let $D=1/(4\pi^2s)$ and, for $n=1,2,\dots$,

$$U_n=\frac{\sin n\chi}{\sin\chi},\qquad \Pi_n=\frac{n}{2\pi^2}U_n .$$

Then $\Pi_n$ is the kernel of the projector on four-dimensional harmonics of degree $n-1$, and

$$\sum_n\Pi_n=\delta(\Omega-\Omega'),\qquad D=\sum_n\frac{\Pi_n}{2n}.$$

Sums that do not converge pointwise are defined by inserting $\rho^n$ and letting $\rho\to1$.

*Proof.* In four dimensions $1/(4\pi^2|x|^2)$ is the potential of a unit point source: its radial derivative is $-1/(2\pi^2r^3)$ and a sphere has area $2\pi^2r^3$, so $-\nabla^2$ acting on it gives $\delta^4(x)$.

Let $Y$ be a harmonic of degree $n-1$, meaning that $r^{n-1}Y$ solves Laplace's equation. The radial equation for $r^\alpha Y$ is $\alpha(\alpha+2)=(n-1)(n+1)$, so $\alpha=n-1$ or $\alpha=-n-1$. Spread a source of density $Y$ over the unit sphere. Its potential is continuous and vanishes at infinity, hence it is $c\,r^{n-1}Y$ inside and $c\,r^{-n-1}Y$ outside. The radial derivative must jump by $-Y$:

$$c\,[-(n+1)-(n-1)]=-1,\qquad c=\frac1{2n}.$$

At an interior point $\rho\,\xi$ this says

$$\int\frac{Y(\xi')\,d\Omega'}{4\pi^2q}=\frac{\rho^{n-1}}{2n}Y(\xi),\qquad q=1-2\rho\cos\chi+\rho^2=(1-\rho)^2+\rho s .$$

The imaginary part of $\sum_m\rho^{m-1}e^{im\chi}=(e^{i\chi}-\rho)/q$ gives

$$\frac1q=\sum_{m\ge1}\rho^{m-1}U_m .$$

Comparing powers of $\rho$, we find $\int U_mY\,d\Omega'=\delta_{mn}(2\pi^2/n)Y$. Thus $\Pi_n$ reproduces harmonics of degree $n-1$ and annihilates those of other degrees. Since $1/q$ is harmonic in the point $\rho\,\xi$, each $\rho^{m-1}U_m$ is too, so the range of $\Pi_n$ consists of such harmonics.

For completeness, differentiate $\rho/q=\sum\rho^nU_n$ and multiply by $\rho/(2\pi^2)$:

$$P_\rho=\sum_n\rho^n\Pi_n=\frac{\rho}{2\pi^2}\,\frac{q-\rho(2\rho-2\cos\chi)}{q^2}=\frac{\rho(1-\rho^2)}{2\pi^2q^2}.$$

This is positive, integrates to $\rho$ (apply it to the constant harmonic, $n=1$), and vanishes as $\rho\to1$ when $\chi\ne0$. Its limit is therefore the delta function. Finally, $\sum\rho^n\Pi_n/(2n)=\rho/(4\pi^2q)\to D$. ∎

In an orthonormal basis $\Pi_n=\sum_{\ell m}Y_{n\ell m}Y^*_{n\ell m}$. At $\chi=0$, $U_n=n$, so the number of harmonics is $2\pi^2\cdot n^2/(2\pi^2)=n^2$, the spatial degeneracy of the $n$th hydrogen level.

## Proof of the theorem

**The integral equation.** With a screening factor $e^{-\mu r}$, the Fourier integral of $1/r$ is $(4\pi/k)\int_0^\infty\sin(kr)e^{-\mu r}dr=4\pi/(k^2+\mu^2)$. Letting $\mu\to0$ and including the plane-wave factor $(2\pi)^{-3}$, we get $\langle\mathbf p|1/r|\mathbf q\rangle=1/(2\pi^2|\mathbf p-\mathbf q|^2)$. Since $E-p^2/2=-A/2$, the equation $(E-H)G=1$ becomes

$$-\frac A2G(\mathbf p,\mathbf p')+\frac{Z}{2\pi^2}\int d^3q\,\frac{G(\mathbf q,\mathbf p')}{|\mathbf p-\mathbf q|^2}=\delta(\boldsymbol\Delta).$$

**Transfer to the sphere.** Put $G=-16p_0^3\,\Gamma/(A^2A'^2)$. The first term is then $8p_0^3\Gamma/(AA'^2)$. In the second, with $A_q=q^2+p_0^2$ and $s''$ the squared distance between the images of $\mathbf p$ and $\mathbf q$, Lemma 1 gives

$$\frac{d^3q}{A_q^2|\mathbf p-\mathbf q|^2}=\frac{1}{A_q^2}\,\frac{A_q^3}{8p_0^3}\,\frac{4p_0^2}{AA_qs''}\,d\Omega''=\frac{d\Omega''}{2p_0As''}.$$

The second term is therefore $-\dfrac{8p_0^3}{AA'^2}\,\dfrac{\nu}{2\pi^2}\displaystyle\int\frac{\Gamma\,d\Omega''}{s''}$. The right side is $8p_0^3\,\delta(\Omega-\Omega')/(AA'^2)$, because $A=A'$ where the delta function acts. Dividing by the common factor,

$$\Gamma-2\nu\int D\,\Gamma\,d\Omega''=\delta(\Omega-\Omega').$$

**Solution and separation.** By Lemma 2 the operator $2\nu D$ multiplies harmonics of degree $n-1$ by $\nu/n$. Hence

$$\Gamma=\sum_n\frac{n}{n-\nu}\,\Pi_n,\qquad \frac{n}{n-\nu}=1+\frac{\nu}{n}+\frac{\nu^2}{n(n-\nu)} .$$

The first part sums to $\delta(\Omega-\Omega')$ and the second to $2\nu D=\nu/(2\pi^2s)$. In the third, $1/(n-\nu)=\int_0^1\rho^{n-\nu-1}d\rho$, which needs $\nu<1$ already at $n=1$. With the generating function,

$$\Gamma=\delta(\Omega-\Omega')+\frac{\nu}{2\pi^2s}+\frac{\nu^2}{2\pi^2}J,\qquad J=\int_0^1\frac{\rho^{-\nu}\,d\rho}{(1-\rho)^2+\rho s}.$$

For $0<\chi<\pi$, sum and integral may be exchanged because the partial sums of $\sum\rho^{n-1}U_n$ are bounded uniformly in $\rho$, while $\rho^{-\nu}$ is integrable. The point $\chi=\pi$ follows by continuity.

**Return to momenta.** The three prefactors become

$$-\frac{16p_0^3}{A^4}\frac{A^3}{8p_0^3}=-\frac2A,\qquad -\frac{16p_0^3}{A^2A'^2}\frac{\nu}{2\pi^2}\frac{AA'}{4p_0^2\Delta^2}=-\frac{2Z}{\pi^2AA'\Delta^2},\qquad -\frac{16p_0^3}{A^2A'^2}\frac{\nu^2}{2\pi^2}J=-\frac{8p_0Z^2}{\pi^2A^2A'^2}J .$$

Multiplying the numerator and denominator inside $J$ by $AA'/(4p_0^2)$ yields the last term of the theorem.

With $G_0=-2/A$ and $V=-Z/r$, the second term is the product $(-2/A)\,[-Z/(2\pi^2\Delta^2)]\,(-2/A')$, or $G_0VG_0$. Iterating $G=G_0+G_0VG$ and $G=G_0+GVG_0$ gives $G=G_0+G_0VG_0+G_0VGVG_0$, so the third term contains the processes with at least two exchanges.

**Other energies.** Write $w=2E=-p_0^2$. A zero of the integral's denominator at $0<\rho<1$ would require

$$w^2-(p^2+p'^2+c)\,w+p^2p'^2=0,\qquad c=\frac{4\rho\Delta^2}{(1-\rho)^2}\ge0 .$$

The discriminant $(p^2+p'^2+c)^2-4p^2p'^2$ is nonnegative, so both roots are real. Their sum and product are nonnegative, hence so are they. No zero occurs off $E\ge0$. The condition $\mathrm{Re}\,\nu<1$ reads $|p_0|^2>Z\,\mathrm{Re}\,p_0$. For $Z>0$ it removes from the half-plane $\mathrm{Re}\,p_0>0$ a disk touching the origin, and what remains is connected. Both sides of the theorem, taken between smooth localized states, are analytic there and agree for large real $p_0$. They therefore agree throughout. ∎

At positive energy the denominator can vanish. The formula is then to be used at $E+i\epsilon$, with $\epsilon\to0^+$ taken after integration over the momenta.

## Remark 1: one integral for everything

Use $\nu\rho^{-\nu}=-\rho\,d(\rho^{-\nu})/d\rho$ and integrate by parts:

$$\nu J=-\frac1s+\int_0^1\rho^{-\nu}\frac{d}{d\rho}\left(\frac\rho q\right)d\rho=-\frac1s+\int_0^1\rho^{-\nu}\,\frac{1-\rho^2}{q^2}\,d\rho .$$

The term $-1/s$ cancels the single exchange, so the connected part of $\Gamma$ is $(\nu/2\pi^2)\int_0^1\rho^{-\nu}(1-\rho^2)q^{-2}d\rho$. The free term can be included as well:

$$\Gamma=\lim_{R\to1}\int_0^R\rho^{-\nu}\,\frac{d}{d\rho}\left[\frac{\rho(1-\rho^2)}{2\pi^2q^2}\right]d\rho .$$

The bracket is $P_\rho$, so the integral multiplies harmonics of degree $n-1$ by $nR^{n-\nu}/(n-\nu)$, which tends to the required factor. The limit is taken after acting on a smooth function; this supplies the delta function.

## Remark 2: bound states and the next energy range

For $1\le\mathrm{Re}\,\nu<2$, $\nu\ne1$, separate the $n=1$ term:

$$J=\frac1{1-\nu}+\int_0^1\rho^{-\nu}\left[\frac1q-1\right]d\rho .$$

The bracket is of order $\rho$ at small $\rho$, so the integral converges. Further terms can be separated in the same way.

The free and one-exchange terms are regular for $E<0$, so the bound-state poles lie in the many-exchange term. Near the ground level $E_1=-Z^2/2$ we have $E-E_1=-(p_0-Z)(p_0+Z)/2$, hence $1/(1-\nu)=p_0/(p_0-Z)\to-Z^2/(E-E_1)$ and

$$G\to\frac{1}{E-E_1}\,\frac{8Z^5}{\pi^2(p^2+Z^2)^2(p'^2+Z^2)^2}.$$

The residue is the product of two normalized $1s$ momentum wave functions.

## Remark 3: when counting exchanges converges

At fixed $E$ each exchange carries one factor $Z$, hence one factor $\nu$. Expanding $\rho^{-\nu}=e^{\nu\ln(1/\rho)}$, the $k$-exchange part of $\Gamma$ for $k\ge2$ is $\nu^kc_k/(2\pi^2)$ with

$$c_k=\int_0^1\frac{[\ln(1/\rho)]^{k-2}}{(k-2)!}\,\frac{d\rho}{q},\qquad c_2=\frac{\pi-\chi}{2\sin\chi}.$$

The value of $c_2$ follows from $q=(\rho-\cos\chi)^2+\sin^2\chi$: the two arctangents are $\chi/2$ and $\pi/2-\chi$. At fixed $s>0$, $|1/q-1|\le C\rho$ for some constant $C$, so $|c_k-1|\le C\,2^{-(k-1)}$. The series therefore converges precisely for $|\nu|<1$. With repulsion it also diverges when $|\nu|\ge1$, although the integral remains finite.

## Worked example: hydrogen

The nucleus is a fixed point charge with $Z=1$. Neglecting its motion changes the level energies by about 0.05% and the totals and many-exchange parts of $G$ below by 0.1 to 0.2% (the free, one- and two-exchange parts by less than 0.1%), so finer digits serve only to check the formula. Take $E=-20$ eV, $p=2$ Å$^{-1}$, $p'=3$ Å$^{-1}$ and an angle of 60°. Then $\Delta^2=4+9-6=7$ Å$^{-2}$ and $\nu=\sqrt{13.6057/20}=0.8248$. With $p_0=2.29115$ Å$^{-1}$, $A=9.2494$ and $A'=14.2494$ Å$^{-2}$, so

$$s=\frac{4(2.29115)^2\,7}{9.2494\times14.2494}=1.1152 .$$

The integral is $J=6.0508$. The many-exchange term exceeds the single exchange by the factor $\nu sJ=0.8248\times1.1152\times6.0508=5.566$. In units of $10^{-4}$ Å$^3$/eV,

$$G=-0.5447-3.0317=-3.5764,$$

or $-0.06567\,a_0^3$/hartree. Two exchanges contribute $-0.5668$, three $-0.4669$, and four or more $-1.9980$.

Reaching and keeping 1% accuracy relative to this sum takes 24 exchanges. The reason is the geometric tail: since $c_k\approx1$, the omitted fraction after $K$ exchanges is about $\nu^{K+1}/[(1-\nu)(\nu/s+\nu^2J)]$, which is 1.2% at $K=23$ and 0.95% at $K=24$.

For a normalized state $f\propto e^{-r/b}$ with $b=0.3$ Å, the free, one-exchange and many-exchange parts of $\langle f|G|f\rangle$, in eV$^{-1}$, are

- at $-20$ eV: $-0.0240-0.0191-0.0878=-0.1308$ (summed before rounding);
- at $-10$ eV: $-0.0348-0.0400+0.2788=0.2040$.

The second energy lies above the ground level and below all others. In the expansion over eigenstates only the $1s$ term is then positive, so it causes the change of sign. Here $\nu=1.166$ and the exchange series diverges, while the formula of Remark 2 agrees with direct inversion of $E-H$ in a coordinate-space basis, as the numerical check shows.

## Calculated quantities

```
nuclear charge Z = 1
energy E = -20.0 eV
ground level -Z^2/2 = -13.6057 eV
p0 = 2.29115 1/A
nu = Z/p0 = 0.824794 (no unit)
momentum p = 2.0 1/A, p' = 3.0 1/A, angle = 60 deg
|p-p'|^2 = 7.0000 1/A^2
A = p^2+p0^2 = 9.24937 1/A^2
A' = p'^2+p0^2 = 14.24937 1/A^2
sphere distance squared s = 1.115212 (no unit)
sphere angle chi = 1.112530 rad
layer eigenvalues n=1..4: 0.500000 0.250000 0.166667 0.125000
integral J = 6.050785 (no unit)
free factor -2/A at p = -0.028377 1/eV
one-exchange G = -5.447164e-05 A^3/eV
two-exchange G = -5.668041e-05 A^3/eV
two-exchange G, 3D quadrature = -5.668041e-05 A^3/eV
three-exchange G = -4.668547e-05 A^3/eV
three-exchange G, 3D quadrature = -4.668547e-05 A^3/eV
four and more exchanges = -1.998032e-04 A^3/eV
many-exchange G (two and more) = -3.031691e-04 A^3/eV
many-exchange G, 3D quadrature = -3.031691e-04 A^3/eV
connected G (one + many) = -3.576407e-04 A^3/eV
connected G, single integral = -3.576407e-04 A^3/eV
connected G in atomic units = -6.567411e-02 a0^3/hartree
many-exchange share of connected G = 0.84769
exchanges needed to stay within 1 percent = 24
term ratio 40/39 exchanges at -20 eV = 0.824794
nu at -10 eV = 1.166434 (no unit)
term ratio 40/39 exchanges at -10 eV = 1.166434
eigenvalues of G0 V at -20 eV: 0.824794 0.412397 0.274931
pole residue from many-exchange term = 2.156386e-03 A^3
1s wave-function product = 2.156386e-03 A^3
range of exponential state f = 0.3 A
<f|G|f> at -20 eV, free = -0.0239592 1/eV
<f|G|f> at -20 eV, one-exchange = -0.0191162 1/eV
<f|G|f> at -20 eV, many-exchange = -0.0877650 1/eV
<f|G|f> at -20 eV, sum = -0.1308404 1/eV
<f|G|f> at -20 eV, matrix inverse = -0.1308404 1/eV
<f|G|f> at -10 eV, free = -0.0347823 1/eV
<f|G|f> at -10 eV, one-exchange = -0.0400258 1/eV
<f|G|f> at -10 eV, many-exchange = 0.2787656 1/eV
<f|G|f> at -10 eV, sum = 0.2039576 1/eV
<f|G|f> at -10 eV, matrix inverse = 0.2039576 1/eV
complex energy = 10 + 20i eV
<f|G|f> there, sum = 0.0198762 -0.0237155i 1/eV
<f|G|f> there, matrix = 0.0198762 -0.0237155i 1/eV
```
